# Crack-length-independent energy release rate of a four-point-bend interface specimen

## What symmetry and dimensions already fix

Two layers are bonded into a beam of width \(b\). The lower layer, of thickness \(h_2\), is intact. The upper layer, of thickness \(h_1\), is cut through by a narrow notch at \(x=0\), and from the notch two cracks of length \(a\) run along the interface, one to each side. Two inner pins at \(x=\pm s\) support the lower face. Two outer pins at \(x=\pm(s+l)\) press down on the upper face with total load \(P\). The upper face is then in tension between the inner pins.

The energy release rate \(G\) is the energy made available per unit area of new crack at one tip. Reflection in \(x=0\) exchanges the two tips, so both have the same \(G\).

Between the inner pins the loading reduces to a couple. Consider the part of the beam to the right of a cut at \(0<x<s\). The inner pin pushes it up with \(P/2\), and the outer pin pushes it down with \(P/2\) at a distance \(l\) further out. The vertical forces cancel, and frictionless pins supply no axial force. What remains is the couple \(Pl/2\), or per unit width

\[
M=\frac{Pl}{2b}. \tag{1}
\]

Symmetry gives each pin half the load, and equilibrium does the rest. No elastic calculation enters, so (1) holds for any common crack length with the tips between the inner pins.

Suppose now that the tip is far from the notch and from the pins, measured in layer thicknesses. Moving the tip along the beam then changes nothing in its surroundings: the layers are uniform in \(x\) and the moment is uniform too. This translation symmetry removes \(a\) and \(s\) from the answer, and leaves \(l\) and \(P\) only through \(M\). In linear elasticity stresses are proportional to \(M\) and energies to \(M^2\). Since \(M\) is a force (moment per width), and modulus times length cubed is force times length,

\[
G=\frac{M^2}{E_2'h_2^3}\;g, \tag{2}
\]

where \(g\) is a pure number that can depend on \(h_1/h_2\) and on ratios of elastic constants. The modulus \(E_2'\) is defined below. Two derivations of \(g\) follow. The first compares the energies of whole specimens with different crack lengths. The second follows the energy flowing into one tip of a single specimen.

## The two far fields

Both derivations need the elastic state far behind and far ahead of the tip. The assumptions are isotropic linear elasticity, small deflections, perfect bonding ahead of the tip, traction-free crack faces, no stress at \(P=0\), and plane strain, meaning no strain along the width \(y\). Let \(z\) be the height above the lower face.

In pure bending the stress is \(\sigma_{xx}\), together with the \(\sigma_{yy}\) that holds the width fixed. From \(\varepsilon_{yy}=(\sigma_{yy}-\nu\sigma_{xx})/E=0\) one has \(\sigma_{yy}=\nu\sigma_{xx}\), hence

\[
\varepsilon_{xx}=\frac{\sigma_{xx}-\nu\sigma_{yy}}{E}=\frac{1-\nu^2}{E}\sigma_{xx},
\qquad \sigma_{xx}=E'\varepsilon_{xx},\quad E'=\frac{E}{1-\nu^2}.
\]

Take \(\varepsilon_{xx}=\kappa(z-z_n)\), with curvature \(\kappa>0\) for tension at the top. The displacements

\[
u_x=\kappa(z-z_n)x,\qquad u_z=-\tfrac12\kappa x^2+f(z),\qquad f'(z)=-\frac{\nu}{1-\nu}\,\kappa(z-z_n)
\]

produce this strain. The shear strain vanishes because \(\partial_zu_x+\partial_xu_z=\kappa x-\kappa x=0\), and \(f'\) is the thickness strain required by \(\sigma_{zz}=0\). With \(f\) continuous, the displacements match at the interface even if the Poisson ratios differ. The stress does not vary with \(x\), so equilibrium holds, and no traction acts on any horizontal plane. The linear strain profile is thus a full solution of the two-dimensional elastic problem for a long strip, and not merely a beam approximation.

**Ahead of the tip.** Write \(A_i=E_i'h_i\). The layer midplanes lie at \(z_2=h_2/2\) and \(z_1=h_2+h_1/2\), a distance \(d=(h_1+h_2)/2\) apart. Zero axial force requires

\[
A_1(z_1-z_n)+A_2(z_2-z_n)=0
\quad\Rightarrow\quad
z_n=\frac{A_1z_1+A_2z_2}{A_1+A_2}.
\]

Therefore

\[
z_1-z_n=\frac{A_2d}{A_1+A_2},\qquad z_n-z_2=\frac{A_1d}{A_1+A_2}.
\]

The moment is \(M=\int\sigma_{xx}(z-z_n)\,dz=D_c\kappa\). Each layer contributes its stiffness about its own midplane and a shift term:

\[
D_c=\sum_i\left[\frac{E_i'h_i^3}{12}+A_i(z_i-z_n)^2\right].
\]

The two shift terms add to

\[
\frac{A_1A_2^2d^2+A_2A_1^2d^2}{(A_1+A_2)^2}=\frac{A_1A_2d^2}{A_1+A_2},
\]

so that

\[
D_c=\frac{E_1'h_1^3+E_2'h_2^3}{12}
+\frac{E_1'h_1E_2'h_2(h_1+h_2)^2}{4(E_1'h_1+E_2'h_2)}. \tag{3}
\]

**Behind the tip.** The upper strip ends at the notch, and all its faces are free. Any cross-section of it therefore carries zero resultant force and zero moment. Stresses without resultants decay along a strip over a distance comparable with its thickness (Saint-Venant's principle), so the strip is unstressed far from the tip. The lower layer alone carries \(M\), with stiffness

\[
D_2=\frac{E_2'h_2^3}{12}.
\]

The energy per unit area of interface is, in either state,

\[
u=\tfrac12\int\sigma_{xx}\varepsilon_{xx}\,dz
=\tfrac12\kappa\int\sigma_{xx}(z-z_n)\,dz=\tfrac12M\kappa,
\]

and with \(\kappa=M/D\)

\[
u_b=\frac{M^2}{2D_2}\ \text{(behind)},\qquad
u_a=\frac{M^2}{2D_c}\ \text{(ahead)}. \tag{4}
\]

Since \(D_c>D_2\), the cracked part stores more energy at the same moment.

## First derivation: comparing whole specimens

Let \(\delta\) be the displacement of the outer pins relative to the inner ones, and \(C(a)=\delta/P\) the compliance. The stored energy is \(U=P\delta/2\). Let both cracks advance by \(da\), creating the area \(2b\,da\).

At fixed load the pins do work \(P\,d\delta\), while the stored energy rises by \(dU=P\,d\delta/2\). The other half is available for fracture:

\[
2bG\,da=P\,d\delta-dU=dU
\quad\Rightarrow\quad
G=\frac1{2b}\left(\frac{\partial U}{\partial a}\right)_P=\frac{P^2}{4b}\frac{dC}{da}. \tag{5}
\]

At fixed displacement the pins do no work, and the available energy is the loss of stored energy. With \(U=\delta^2/(2C)\),

\[
-\frac1{2b}\left(\frac{\partial U}{\partial a}\right)_\delta
=\frac1{2b}\frac{\delta^2}{2C^2}\frac{dC}{da}=\frac{P^2}{4b}\frac{dC}{da}.
\]

The two controls give the same \(G\) in the same state, although the stored energy rises in one case and falls in the other.

To find \(\partial U/\partial a\) at fixed load, divide the energy of one half of the specimen into pieces:

\[
\frac{U}{2b}=a\,u_b+(s-a)\,u_a+w_{\rm tip}+w_{\rm rest}. \tag{6}
\]

Here \(w_{\rm tip}\) is the difference between the true energy near the tip and the energy of the two uniform states continued up to it. The term \(w_{\rm rest}\) contains the surroundings of the pins and the part beyond the inner pin. Neither needs to be calculated. On the plateau the tip field is carried along unchanged, so \(w_{\rm tip}\) does not depend on \(a\). The forces on the outer part do not change either, so \(w_{\rm rest}\) is constant. Differentiation removes both:

\[
\boxed{\,G=u_b-u_a=\frac{M^2}{2}\left(\frac1{D_2}-\frac1{D_c}\right)\,} \tag{7}
\]

An advance by \(da\) replaces a length \(da\) of the state far ahead by an equal length of the state far behind. Equation (5) also gives the growth of the displacement at fixed load,

\[
\frac{d\delta}{da}=\frac{2}{P}\frac{\partial U}{\partial a}=\frac{4bG}{P}. \tag{8}
\]

## Second derivation: energy flow into one tip

Now take one specimen and draw a fixed rectangle \(R\) around the right-hand tip. It spans the full thickness, has one vertical side far behind the tip and one far ahead, and contains neither a pin nor the notch. All quantities are per unit width; \(\mathbf n\) is the outward normal of \(R\), \(t_i=\sigma_{ij}n_j\) the traction, and \(W=\frac12\sigma_{ij}\varepsilon_{ij}\) the energy density.

Use the coordinate \(X=x-a\), which moves with the tip, and write \(u_i(x,z;a)=v_i(X,z;a)\). At fixed \(x\) an increase of \(a\) lowers \(X\), so

\[
\frac{du_i}{da}\Big|_x=\frac{\partial v_i}{\partial a}\Big|_X-\frac{\partial u_i}{\partial x}
\quad\Rightarrow\quad
\frac{\partial v_i}{\partial a}\Big|_X=\frac{du_i}{da}\Big|_x+\frac{\partial u_i}{\partial x}. \tag{9}
\]

Seen from the tip, the fixed rectangle moves backward at unit rate. Its energy \(U_R\) changes because \(W\) changes at fixed \(X\) and because the boundary sweeps over material:

\[
\frac{dU_R}{da}=\int_R\frac{\partial W}{\partial a}\Big|_XdA-\oint W n_x\,ds.
\]

The elastic constants depend on \(z\) but not on \(x\), so they do not change at fixed \(X\), and \(\partial_aW|_X=\sigma_{ij}\,\partial_j(\partial_av_i|_X)\). Since \(\partial_j\sigma_{ij}=0\), the divergence theorem turns the area integral into \(\oint t_i\,\partial_av_i|_X\,ds\). The interface adds nothing, because tractions and displacements are continuous across it. A small circle of radius \(r\) around the tip adds nothing either: the stress there grows as \(r^{-1/2}\), the circumference shrinks as \(r\), and \(\partial_av_i|_X\) stays bounded. Inserting (9),

\[
\frac{dU_R}{da}=\oint t_i\frac{du_i}{da}\,ds-J,\qquad
J=\oint\left(Wn_x-t_i\frac{\partial u_i}{\partial x}\right)ds. \tag{10}
\]

The first term is the work done on \(R\) by its surroundings per unit advance. The stored energy rises by less than this work, and the shortfall \(J\) is what the tip receives. Hence \(G=J\).

The horizontal faces, including the crack faces, have \(n_x=0\) and \(t_i=0\), so they do not contribute. On the vertical sides the fields are those of pure bending, with \(t_z=0\), \(\partial_xu_x=\varepsilon_{xx}\) and \(W=\frac12\sigma_{xx}\varepsilon_{xx}\). Under plane strain \(\sigma_{yy}\) does no work.

On the side ahead, \(n_x=1\) and \(t_x=\sigma_{xx}\):

\[
\int(W-\sigma_{xx}\varepsilon_{xx})\,dz=-\int W\,dz=-u_a .
\]

On the side behind, \(n_x=-1\) and \(t_x=-\sigma_{xx}\):

\[
\int(-W+\sigma_{xx}\varepsilon_{xx})\,dz=\int W\,dz=u_b .
\]

The sum is \(G=u_b-u_a\), which is (7) again.

## What each derivation assumes

Both use linear elasticity, layers uniform in \(x\), free crack faces, and pure bending at some section behind the tip and some section ahead of it.

The first derivation also needs the global balance \(U=P\delta/2\), and it needs \(w_{\rm tip}\) and \(w_{\rm rest}\) to stay constant as the crack grows. In return it gives the measurable displacement rate (8).

The second makes no statement about the rest of the specimen. The cracks may have different lengths, provided the loading head can pivot so that each outer pin still carries \(P/2\). With both tips between the inner pins, (1) then still holds, and each tip for which such a rectangle can be drawn has the same \(G\). The price is the local argument leading to (10), including the behaviour of the fields at the tip.

Residual stress separates the two further. The first derivation fails as written, because \(U\) is then no longer \(P\delta/2\). In the second, \(W\) and the far fields would have to include the initial stress. Equation (7) does not cover specimens with residual stress.

## Form of the result and its limits

With \(\eta=h_1/h_2\) and \(r=E_1'/E_2'\), equation (3) gives

\[
\frac{D_c}{D_2}=1+r\eta^3+\frac{3r\eta(1+\eta)^2}{1+r\eta},\qquad
g=6\left(1-\frac{D_2}{D_c}\right). \tag{11}
\]

The number left open in (2) depends on two ratios only; in plane strain the Poisson ratios enter through \(E_1'\) and \(E_2'\).

*Equal layers.* For \(r=\eta=1\), \(D_c/D_2=1+1+12/2=8\) and \(g=21/4\). With (1),

\[
G=\frac{21M^2}{4E'h^3}=\frac{21(1-\nu^2)P^2l^2}{16Eb^2h^3}.
\]

*Thin upper layer.* For \(\eta\to0\) at fixed \(r\), \(D_c/D_2\simeq1+3r\eta\) and \(g\simeq18r\eta\). This has a direct meaning. The surface strain of the lower layer is \(\varepsilon=(M/D_2)(h_2/2)=6M/(E_2'h_2^2)\), and a thin layer stretched by it stores \(\frac12E_1'h_1\varepsilon^2=18E_1'h_1M^2/(E_2'^2h_2^4)\), the same expression. The crack releases the stretching energy of the thin layer.

*Stiff upper layer.* For \(r\to\infty\) at fixed \(\eta\), \(D_c/D_2\to\infty\) and \(g\to6\). The bonded part then stores almost nothing, and \(G\to u_b\).

*Free width.* If the width can curl, plane strain is replaced by zero transverse force and zero transverse moment. For equal Poisson ratios, \(\sigma_{yy}=0\) with \(\varepsilon_{yy}=-\nu\varepsilon_{xx}\) satisfies this in both layers at once. Then \(E'\) becomes \(E\) throughout, and \(G\) rises by the factor \(1/(1-\nu^2)\). For unequal ratios the transverse strain \(\varepsilon_{yy}=\varepsilon_y^0+\kappa_yz\) must be found together with \(\varepsilon_{xx}\), using \(\sigma_{xx}=E'(\varepsilon_{xx}+\nu\varepsilon_{yy})\) and \(\sigma_{yy}=E'(\varepsilon_{yy}+\nu\varepsilon_{xx})\) in each layer.

## A worked specimen

The parameters are round model values in SI-based units: \(E_1=100\) GPa, \(\nu_1=0.25\), \(h_1=0.6\) mm; \(E_2=160\) GPa, \(\nu_2=0.20\), \(h_2=0.8\) mm; \(b=5\) mm, \(s=10\) mm, \(l=8\) mm, \(P=12\) N. Then

\[
M=\frac{12\times8}{2\times5}=9.6\ \text{N},\qquad
E_1'=106.7\ \text{GPa},\qquad E_2'=166.7\ \text{GPa}.
\]

The stiffnesses are \(D_2=7111\) N mm and \(D_c=30220\) N mm. Since 1 N/mm is 1000 J/m²,

\[
u_b=\frac{9.6^2}{2\times7111}\ \text{N/mm}=6.480\ \text{J/m}^2,\qquad
u_a=\frac{9.6^2}{2\times30220}\ \text{N/mm}=1.525\ \text{J/m}^2,
\]

and \(G=6.480-1.525=4.955\) J/m².

A two-dimensional finite-element calculation of the cracked specimen, which does not use (3), (4) or (7), gives the same two energies in slices behind and ahead of the tip. Behind it, the upper strip holds less than \(10^{-9}\) of the energy of the lower layer. Differences of total energy between neighbouring crack lengths give \(G=4.955\) J/m² at \(a=3\), 5 and 7 mm, and a displacement rate of 8.26 µm per mm of crack, equal to (8).

**Ends of the plateau.** The energy differences span \(\pm0.2\) mm in crack length, so they give averages of \(G\) over that range. Averaged over \(a=0.2\) to 0.6 mm, \(G\) is about 1% below the plateau, on both meshes used. Averaged over 0.6 to 1.0 mm it already agrees to better than 0.01%. In plane strain the notch of this specimen is thus forgotten within about one layer thickness. At \(a=9\) mm, 1 mm before the inner pin, \(G\) is 0.24% too high. At \(a=12\) mm the tip has passed the pin, and the local moment is \(M(18-12)/8=0.75M\). Formula (7) with this moment would give \(0.75^2=0.56\) of the plateau value; the calculation gives about 0.5. The shear force now acting at the tip is absent from (7) and is a likely cause, though its share was not isolated. Contact between the crack faces was neither imposed nor checked at this length.

**Fixed displacement.** The energy difference at constant \(\delta\) gives 4.9575 J/m², 0.05% above the formula. The finite step accounts for this. For \(C\) linear in \(a\), the central difference of \(1/C\) over \(\pm\Delta\) exceeds the derivative by the factor \(1/[1-(\Delta C'/C)^2]\). Beam energies at \(a=5\) mm, with \(u_al/3\) for the arm between the pins, give

\[
\frac{U}{2b}\approx5u_b+5u_a+\tfrac83u_a\approx0.044\ \text{N},
\]

with lengths in mm. Hence \(\delta=2U/P\approx0.073\) mm and \(C'/C\approx0.00826/0.073\approx0.11\) per mm. With \(\Delta=0.2\) mm the excess is \((0.022)^2\approx0.05\%\). The beam sum leaves out the energies of the tip, of the pin surroundings and of shear, which add about 4% to \(\delta\) and do not change this figure.

**Crack opening.** Free crack faces are a consistent assumption only if they do not press together. Behind the tip the lower layer curves away from the straight, unloaded strip. With \(\kappa=M/D_2\), the separation at the notch for \(a=5\) mm is about \(\kappa a^2/2=17\) µm. The finite-element value is 21 µm, and the gap is positive at every sampled point. The beam estimate leaves out the relative rotation of the two strips near the tip, which may explain the excess. Such a rotation does not enter \(G\).

**Width and film.** With a free width \(G\) becomes 5.14 J/m², 3.8% above the plane-strain value. This is a larger change than those caused by the notch or the pin within the plateau, so the width condition must be settled before a toughness is quoted. A uniform layer in pure bending with free side faces has \(\sigma_{yy}=0\) whatever its width, as long as deflections are small. The present specimen is 5 mm wide, with inner pins 20 mm apart. If its side faces are free it curls, and 5.14 J/m², understood as an average over the width, is the appropriate plateau value. The curl adjusts over a length comparable with the width rather than the thickness, so this plateau is shorter: it is reached only when the cracks are nearly as long as the specimen is wide, and for cracks of 2 to 3.5 mm \(G\) lies about 0.4% below it. The plane-strain value applies if the width is held, and approximately if the width is much larger than the crack length and the pin spacing. A stress-free film 1 µm thick, with modulus 10 GPa and Poisson ratio 0.30, that stays on the upper strip raises \(G\) by 0.06%. In computing \(G\), such a film can be left out.

**Reading a toughness from the load.** If the interface separates at a constant \(G=\Gamma\), and pin friction and residual stress are negligible, (7) fixes the load,

\[
P_c=\frac{2b}{l}\sqrt{\frac{2\Gamma}{1/D_2-1/D_c}},
\]

whatever the crack length on the plateau. Friction is a real restriction: sliding forces \(\mu P/2\) at the inner and outer pins act on opposite faces and change \(M\) by the fraction \(\mu(h_1+h_2)/l\), which for \(\mu=0.1\) changes \(G\) here by about 3.5%, as much as the width condition does. For a chosen \(\Gamma=4\) J/m² this is \(12\sqrt{4/4.955}=10.8\) N in plane strain, and \(12\sqrt{4/5.14}=10.6\) N with a free width. Under slowly increasing displacement the cracks grow at this load. The growth is stable, because at fixed \(\delta\) an advance raises \(C\), lowers \(P=\delta/C\), and so lowers \(G\). At fixed load \(G\) does not fall as the crack grows, and nothing on the plateau arrests it. Because the whole tip field is carried along unchanged, the ratio of opening to shear stress on the interface, taken at a fixed small distance ahead of the tip, is constant too, and the measured \(\Gamma\) belongs to that ratio. The distance must be stated because between unlike materials the ratio can vary with it. The complete set of values is in the numerical output.

## Values computed for the example and the checks

```
Upper layer: E = 100 GPa, nu = 0.25, h = 0.6 mm
Lower layer: E = 160 GPa, nu = 0.20, h = 0.8 mm
Width b = 5.0 mm; load P = 12.0 N
Inner half-span s = 10.0 mm; arm l = 8.0 mm
Plane-strain modulus, upper = 106.667 GPa
Plane-strain modulus, lower = 166.667 GPa
Moment per width M = 9.600 N
Neutral axis above bottom = 0.62703 mm
Lower-layer stiffness D2 = 7111.11 N mm
Bonded stiffness Dc = 30220.30 N mm
Energy behind tip = 6.4800 J/m^2
Energy ahead of tip = 1.5248 J/m^2
Plateau G, formula = 4.9552 J/m^2
FE slice energy behind = 6.4800 J/m^2
FE slice energy ahead = 1.5248 J/m^2
FE upper/lower energy ratio behind = 7.21e-11
FE element side for scan = 0.2 mm
FE a = 0.4 mm: G = 4.9060 J/m^2, ratio = 0.9901
FE a = 0.8 mm: G = 4.9554 J/m^2, ratio = 1.0000
FE a = 1.6 mm: G = 4.9552 J/m^2, ratio = 1.0000
FE a = 3.0 mm: G = 4.9552 J/m^2, ratio = 1.0000
FE a = 5.0 mm: G = 4.9552 J/m^2, ratio = 1.0000
FE a = 7.0 mm: G = 4.9552 J/m^2, ratio = 1.0000
FE a = 9.0 mm: G = 4.9671 J/m^2, ratio = 1.0024
FE a = 12.0 mm: G = 2.4595 J/m^2, ratio = 0.4964
Fine FE (0.1 mm), a = 0.4 mm: G = 4.9117 J/m^2
Fine FE (0.1 mm), a = 0.8 mm: G = 4.9554 J/m^2
FE G at fixed displacement, a = 5 mm: 4.9575 J/m^2
Displacement rate, formula = 8.2587 um per mm crack
Displacement rate, FE = 8.2587 um per mm crack
FE crack mouth opening, a = 5 mm: 21.142 um
Smallest sampled FE gap, a = 5 mm: 0.1653 um
Equal 0.8 mm lower-material layers: G = 5.6700 J/m^2
Free-width G, example = 5.1417 J/m^2
Film: E = 10 GPa, nu = 0.30, h = 1.0 um
Relative change of G due to film = 0.0619 percent
Chosen toughness = 4.00 J/m^2
Plateau load at chosen toughness = 10.782 N
```
